\section*{Orientation of the first ripples on an ion-eroded surface}

\section*{Question}

A broad ion beam strikes a solid obliquely. Take $x$ along the projection of the beam on the mean surface and $y$ in the surface at right angles to it. While slopes are small and the undulations are long compared with the depth over which an ion deposits its energy, model the height $h(x,y,t)$ by
\begin{equation}
h_t=-v_0+c\,h_x+\nu_x h_{xx}+\nu_y h_{yy}-K\nabla^4 h ,\qquad K>0. \label{eq:height}
\end{equation}
Subscripts $t$ and $x$, $y$ on $h$ denote derivatives. The constant $v_0$ is the recession speed of the flat surface, $c$ is a drift coefficient, $\nu_x$ and $\nu_y$ are the given curvature coefficients, and $K$ describes isotropic surface diffusion. In this sign convention a positive $\nu$ smooths the surface.

\begin{enumerate}
\item[(a)] Find the growth rate of a plane-wave undulation with wavevector $(q_x,q_y)$. What does the drift term do?
\item[(b)] The initial roughness has no preferred direction. Determine from $\nu_x$ and $\nu_y$ whether the first ripples have wavevectors parallel or perpendicular to the projected beam, and when no ripples grow.
\item[(c)] Find the wavelength and growth rate of the fastest-growing mode. Apply the results with $K=10\ \mathrm{nm^4/s}$ to these pairs $(\nu_x,\nu_y)$, in $\mathrm{nm^2/s}$: A $(-0.30,-0.10)$; B $(+0.20,-0.10)$; C $(+0.20,+0.10)$.
\item[(d)] In case A, consider the best wavenumber on the $y$ axis. What kind of stationary point of the growth rate is it?
\item[(e)] In case A, polishing marks give the best $y$-axis mode 100 times the initial power of the best $x$-axis mode. When are the two powers equal?
\item[(f)] Replace $K\nabla^4h$ by $\nabla^2(K_xh_{xx}+K_yh_{yy})$, with $K_x,K_y>0$. Find the new criterion and apply it to the coefficients of case A with $K_x=120$ and $K_y=10\ \mathrm{nm^4/s}$.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Growth rate}

Write $h=-v_0t+u(x,y,t)$. The uniform part has no spatial derivatives, so $-v_0$ cancels and $u$ obeys the remaining linear equation. Insert $u\propto \exp(iq_xx+iq_yy+st)$. Each $x$ derivative gives a factor $iq_x$ and each $y$ derivative a factor $iq_y$. Hence $\nabla^2\to-(q_x^2+q_y^2)$ and $\nabla^4\to(q_x^2+q_y^2)^2$, which gives
\begin{equation}
s=icq_x+\sigma,\qquad
\sigma=-\nu_xq_x^2-\nu_yq_y^2-K(q_x^2+q_y^2)^2. \label{eq:sigma}
\end{equation}
The amplitude varies as $e^{\sigma t}$. The drift term contributes only the phase $cq_xt$: it moves the pattern along $x$ with velocity $-c$ (towards $-x$ when $c>0$) without changing its amplitude, so it plays no part in the selection.

\subsection*{(b) The direction}

Set $q_x=q\cos\varphi$ and $q_y=q\sin\varphi$. Equation \eqref{eq:sigma} becomes
\begin{equation}
\sigma(q,\varphi)=-\nu(\varphi)q^2-Kq^4,\qquad
\nu(\varphi)=\nu_x\cos^2\varphi+\nu_y\sin^2\varphi. \label{eq:polar}
\end{equation}
Because diffusion is isotropic, its term does not depend on $\varphi$. The weights $\cos^2\varphi$ and $\sin^2\varphi$ are non-negative and add to one, so
\begin{equation}
\nu(\varphi)\ge\nu_{\min}=\min(\nu_x,\nu_y).
\end{equation}
If the coefficients differ, equality holds only on the axis belonging to the smaller one. At each fixed $q>0$ that axis therefore has the largest $\sigma$.

Isotropic initial roughness has a power spectrum $S_0(q)$ independent of $\varphi$. At time $t$ the spectrum is $S_0(q)e^{2\sigma t}$, the factor two arising because power is amplitude squared. For every $t>0$ in the linear stage, the strongest direction at each wavenumber present is thus the axis with the smaller signed coefficient. This is a statement about the spectrum averaged over many rough surfaces. On a single surface the initial mode amplitudes scatter, and the strongest mode can lie off that axis until growth has outweighed the scatter.

Growth also requires $\sigma>0$ for some $q$. If $\nu_{\min}\ge0$, both terms of $\sigma$ are non-positive and their sum is negative for $q>0$, so no ripples grow. If $\nu_{\min}<0$, sufficiently long waves on the selected axis grow. The prediction is:
\begin{itemize}
\item $\nu_x<\nu_y$ and $\nu_x<0$: wavevector parallel to the projected beam, crests perpendicular to it;
\item $\nu_y<\nu_x$ and $\nu_y<0$: wavevector perpendicular to the projected beam, crests parallel to it;
\item $\nu_x=\nu_y<0$: all directions grow equally at a given $q$, and this linear model selects none.
\end{itemize}
The comparison is between signed values. A large positive coefficient means strong smoothing and cannot win through its magnitude.

\subsection*{(c) Wavelength, growth rate and three cases}

On the selected axis let $w=q^2$, so that $\sigma=-\nu_{\min}w-Kw^2$. Then
\begin{equation}
\frac{d\sigma}{dw}=-\nu_{\min}-2Kw=0
\quad\Rightarrow\quad
w_*=-\frac{\nu_{\min}}{2K},
\end{equation}
which is positive when $\nu_{\min}<0$. The second derivative, $-2K$, is negative, so this is a maximum. Substitution gives
\begin{equation}
\sigma_*=\frac{\nu_{\min}^2}{2K}-\frac{\nu_{\min}^2}{4K}
=\frac{\nu_{\min}^2}{4K},\qquad
\lambda_*=\frac{2\pi}{\sqrt{w_*}}=2\pi\sqrt{\frac{2K}{|\nu_{\min}|}}. \label{eq:star}
\end{equation}

If $S_0$ is flat, the spectrum peaks at $\lambda_*$ for every $t>0$. If it is not, a smooth spectral peak satisfies
\begin{equation}
\frac{d\sigma}{dq}=-\frac{1}{2t}\frac{d\ln S_0}{dq},
\end{equation}
and the peak approaches $\lambda_*$ as $t$ grows, provided the linear stage lasts long enough. A falling $S_0$ may show no such peak at first. For $S_0\propto q^{-p}$ the condition reads $2t\,q\,d\sigma/dq=p$, and the largest value of $q\,d\sigma/dq$ on the selected axis is $\sigma_*$, so a peak appears only for $t>p/(2\sigma_*)$, and at first at a wavelength longer than $\lambda_*$. The ordering of directions found in (b) holds from the start, but its contrast builds up with time: at wavenumber $q$ the power on the selected axis exceeds that on the other axis by the factor $e^{2|\nu_x-\nu_y|q^2t}$.

\paragraph{Case A.} Here $-0.30<-0.10$, so the wavevector is parallel to the projected beam. Equation \eqref{eq:star} gives
\begin{align}
\lambda_*&=2\pi\sqrt{\frac{20}{0.30}}\ \mathrm{nm}=51.3\ \mathrm{nm},\\
\sigma_*&=\frac{0.30^2}{40}\ \mathrm{s^{-1}}=2.25\times10^{-3}\ \mathrm{s^{-1}}.
\end{align}
The best $y$-axis mode has wavelength $88.9$ nm and grows at $0.10^2/40=2.5\times10^{-4}\ \mathrm{s^{-1}}$. A threefold ratio of coefficients has become a ninefold ratio of growth rates, because the rate is quadratic in $\nu$. After 2000 s the two amplitudes have grown by $e^{4.5}=90.0$ and $e^{0.5}=1.65$.

\paragraph{Case B.} The negative coefficient is $\nu_y$, so the wavevector is perpendicular to the projected beam, although $|\nu_x|$ is the larger magnitude. The wavelength is $88.9$ nm and the growth rate $2.5\times10^{-4}\ \mathrm{s^{-1}}$.

\paragraph{Case C.} Both coefficients are positive, and no ripples grow.

\paragraph{Numerical check.} Equation \eqref{eq:height}, without the uniform recession, was integrated in a periodic box of side 360 nm. The initial single-point bump excites all grid wavevectors equally. The box admits axis wavelengths of 360 nm divided by an integer. In case A the strongest wave was parallel, at $360/7=51.4$ nm; in case B it was perpendicular, at $360/4=90.0$ nm. These are the admitted axis waves nearest in wavenumber to the predictions.

In case C all non-uniform waves decayed. The largest amplitude factor after 2000 s was $0.939$. It belongs to the longest wave along $y$, with $q=2\pi/360\ \mathrm{nm^{-1}}$: equation \eqref{eq:polar} makes decay slowest at the smallest $q$ and along the axis with the smaller $\nu$.

\subsection*{(d) The losing axis when both coefficients are negative}

On the $y$ axis the best wavenumber satisfies $q_y^2=-\nu_y/(2K)$. Differentiate \eqref{eq:sigma}:
\begin{align}
\frac{\partial\sigma}{\partial q_x}&=-2\nu_xq_x-4Kq_x(q_x^2+q_y^2),\\
\frac{\partial\sigma}{\partial q_y}&=-2\nu_yq_y-4Kq_y(q_x^2+q_y^2).
\end{align}
Both vanish at the point considered. The second derivatives there are
\begin{align}
\frac{\partial^2\sigma}{\partial q_x^2}&=-2\nu_x-4Kq_y^2=2(\nu_y-\nu_x),\\
\frac{\partial^2\sigma}{\partial q_y^2}&=-2\nu_y-12Kq_y^2=4\nu_y,
\end{align}
and the mixed derivative, $-8Kq_xq_y$, vanishes because $q_x=0$. In case A the first is $2(-0.10+0.30)=+0.40\ \mathrm{nm^2/s}$ and the second is negative. The point is a saddle: a slight tilt of the wavevector towards $x$ raises the growth rate. The perpendicular mode does grow, but it is not a competing local maximum.

\subsection*{(e) An initial surface with a direction}

Let the $y$-axis mode start with $R$ times the power of the $x$-axis mode, and call their growth rates $\sigma_y$ and $\sigma_x$. The powers are equal when
\begin{equation}
Re^{2\sigma_yt}=e^{2\sigma_xt}
\quad\Rightarrow\quad
t=\frac{\ln R}{2(\sigma_x-\sigma_y)}.
\end{equation}
For $R=100$,
\begin{equation}
t=\frac{4.605}{2(2.25-0.25)\times10^{-3}}\ \mathrm{s}=1151\ \mathrm{s}.
\end{equation}
Before this time the perpendicular mode is the stronger of the two. If slopes cease to be small earlier, the linear theory cannot promise that the parallel mode will take over. This is why (b) requires roughness without a preferred direction.

\subsection*{(f) Anisotropic diffusion}

The replacement changes the growth rate to
\begin{equation}
\sigma=-\nu_xq_x^2-\nu_yq_y^2-(q_x^2+q_y^2)(K_xq_x^2+K_yq_y^2).
\end{equation}
Put $a=q_x^2\ge0$ and $b=q_y^2\ge0$, and expand:
\begin{equation}
\sigma=-\nu_xa-\nu_yb-K_xa^2-(K_x+K_y)ab-K_yb^2.
\end{equation}
The determinant of the matrix of second derivatives with respect to $a$ and $b$ is
\begin{equation}
(-2K_x)(-2K_y)-(K_x+K_y)^2=-(K_x-K_y)^2 .
\end{equation}
For $K_x\ne K_y$ it is negative, so any stationary point with $a,b>0$ is a saddle. Since $\sigma\to-\infty$ at large $a$ or $b$, a maximum exists, and it must lie on an axis. This conclusion relies on the coefficient of $ab$ being $K_x+K_y$. If the fourth-order terms have an independent cross coefficient smaller than $2\sqrt{K_xK_y}$, the determinant is positive and an oblique maximum is possible: with the values below and a cross coefficient of $50\ \mathrm{nm^4/s}$, the fastest wavevector lies $72^\circ$ from the $x$ axis. Repeating the calculation of (c) on each axis gives the candidates
\begin{equation}
\frac{\nu_x^2}{4K_x}\ \text{ if }\nu_x<0,\qquad
\frac{\nu_y^2}{4K_y}\ \text{ if }\nu_y<0 .
\end{equation}
The larger available candidate fixes the fastest-growing mode. When both coefficients are negative, $\nu_x$ and $\nu_y$ alone no longer decide. For the stated values,
\begin{align}
\frac{0.30^2}{4\times120}&=1.875\times10^{-4}\ \mathrm{s^{-1}},\\
\frac{0.10^2}{4\times10}&=2.5\times10^{-4}\ \mathrm{s^{-1}}.
\end{align}
The fastest wavevector is now perpendicular to the projected beam, the reverse of case A. The reversal requires $K_x/K_y>(\nu_x/\nu_y)^2=9$, and here the ratio is 12. Integration from the same single-point bump also gave a perpendicular dominant wave, though after 2000 s its amplitude leads the best parallel wave only by about $e^{0.125}=1.13$.

The selection is weak. The rates differ by $6.25\times10^{-5}\ \mathrm{s^{-1}}$, so the ratio of the two peak amplitudes takes $1/(6.25\times10^{-5})\ \mathrm{s}=16\,000$ s to change by a factor $e$. At each $q$ the best direction is still an axis, but, unlike in (b), which axis wins now depends on $q$. At equal wavenumber the $x$-axis rate exceeds the $y$-axis rate by
\begin{equation}
(\nu_y-\nu_x)q^2-(K_x-K_y)q^4,
\end{equation}
which is positive for $q^2<0.20/110\ \mathrm{nm^{-2}}$. Long waves still favour the parallel direction, so an initial spectrum rich in long waves can delay the perpendicular pattern even if that spectrum is isotropic.

\section*{Table of computed values}
\begin{verbatim}
Isotropic diffusion coefficient K = 10.0 nm^4/s
Drift coefficient c = 0.2 nm/s
Simulation box side = 360 nm, grid 48 x 48
A: nu_x = -0.30, nu_y = -0.10 nm^2/s
A: x-axis peak wavenumber = 0.1225 nm^-1
A: x-axis peak wavelength = 51.3 nm
A: x-axis peak growth rate = 2.250e-03 s^-1
A: y-axis peak wavenumber = 0.0707 nm^-1
A: y-axis peak wavelength = 88.9 nm
A: y-axis peak growth rate = 2.500e-04 s^-1
A: growth-rate curvature at y-axis saddle = 0.400 nm^2/s
A: evolution time = 2000 s
A: x-mode amplification, formula = 90.0
A: y-mode amplification, formula = 1.65
A: simulated dominant box mode (x, y) = (7, 0)
A: simulated wavevector direction = parallel
A: simulated wavelength = 51.4 nm
A: simulated growth rate = 2.250e-03 s^-1
A: initial power ratio, y mode to x mode = 100
A: overtaking time = 1151 s
A: simulated x/y amplitude ratio then = 1.000
B: nu_x = 0.20, nu_y = -0.10 nm^2/s
B: predicted wavenumber = 0.0707 nm^-1
B: predicted wavelength = 88.9 nm
B: predicted growth rate = 2.500e-04 s^-1
B: evolution time = 10000 s
B: simulated dominant box mode (x, y) = (0, 4)
B: simulated wavevector direction = perpendicular
B: simulated wavelength = 90.0 nm
B: simulated growth rate = 2.498e-04 s^-1
C: nu_x = 0.20, nu_y = 0.10 nm^2/s
C: evolution time = 2000 s
C: largest simulated amplitude factor = 0.939
D: nu_x = -0.30, nu_y = -0.10 nm^2/s
D: K_x = 120, K_y = 10 nm^4/s
D: x-axis peak growth rate = 1.875e-04 s^-1
D: y-axis peak growth rate = 2.500e-04 s^-1
D: evolution time = 2000 s
D: simulated dominant box mode (x, y) = (0, 4)
D: simulated wavevector direction = perpendicular
Random coefficient pairs scanned = 40
Scan: parallel = 17, perpendicular = 16, none = 7
\end{verbatim}
